# Landau-Zener Passage at a Crossing of Bound and Repulsive States: a numerical check

```python
"""Landau-Zener passage of a crossing between a bound and a repulsive state.

Result under test: the probability of staying on the initial diabatic state is
    P = exp(-2 pi V^2 / (hbar v |F1 - F2|))
V: constant diabatic coupling (half the smallest adiabatic gap)
v: nuclear speed at the crossing;  F1, F2: forces -dE/dR at the crossing
alpha = v |F1 - F2|: sweep rate of the energy difference
gamma = V^2 / (hbar alpha): dimensionless coupling, so P = exp(-2 pi gamma)
The linear model is tested by time integration and by a contour integral;
the use of the formula for curved potentials is tested by wave packets.
Working units of the example: eV, angstrom, fs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

HBAR = const.hbar / const.e * 1e15                    # eV fs
MASS_UNIT = const.atomic_mass * 1e10 / const.e        # eV fs^2/angstrom^2


def landau_zener(coupling, speed, force_difference):
    return np.exp(-2 * np.pi * coupling**2
                  / (HBAR * speed * abs(force_difference)))


# ---------- linear model, time in units of sqrt(hbar/alpha) ----------
def linear_hamiltonian(time, gamma):
    root = np.sqrt(gamma)
    return np.array([[time / 2, root], [root, -time / 2]], dtype=complex)


def integrated_survival(gamma, end_time=40.0):
    """Start on the lower adiabat, return the final upper-adiabat weight.

    Far from the crossing these two states are both diabatic state 1.
    """
    start = np.linalg.eigh(linear_hamiltonian(-end_time, gamma))[1][:, 0]
    finish = np.linalg.eigh(linear_hamiltonian(end_time, gamma))[1][:, 1]
    root = np.sqrt(gamma)

    def derivative(time, state):
        return np.array([-1j * (time / 2 * state[0] + root * state[1]),
                         -1j * (root * state[0] - time / 2 * state[1])])

    solution = solve_ivp(derivative, (-end_time, end_time),
                         start.astype(complex), method="DOP853",
                         rtol=1e-9, atol=1e-11)
    assert solution.success
    return abs(np.vdot(finish, solution.y[:, -1]))**2


print("Linear model: gamma, P integrated, P formula")
for gamma in (0.05, 0.2, 0.5):
    numerical = integrated_survival(gamma)
    formula = np.exp(-2 * np.pi * gamma)
    # the finite end time leaves an error far below this tolerance
    assert abs(numerical - formula) < 2e-4
    print(f"  {gamma:.2f}  {numerical:.5f}  {formula:.5f}")

weak_gamma = 0.001
weak_transfer = 1 - integrated_survival(weak_gamma)
first_order = 2 * np.pi * weak_gamma
# the next term of the series is 0.3 percent of the first
assert abs(weak_transfer / first_order - 1) < 0.005
print(f"Weak coupling, gamma = {weak_gamma}:")
print(f"  1-P integrated = {weak_transfer:.6f}")
print(f"  first-order 2 pi gamma = {first_order:.6f}")


# ---------- contour-integral solution, alpha = hbar = 1 ----------
def contour_state(time, gamma):
    """Interaction-picture amplitudes from the integral over frequency.

    The path frequency = exp(-i pi/4) z, with z just below the real axis,
    passes below the branch point and ends in decaying sectors.
    """
    step = 0.005
    z = np.arange(-14, 14 + step / 2, step) - 0.5j
    log_frequency = np.log(z) - 1j * np.pi / 4
    frequency = np.exp(-1j * np.pi / 4) * z
    weight = (np.exp(1j * frequency * time - 1j * frequency**2 / 2)
              * np.exp(-1j * np.pi / 4) * step)
    first = np.sum(weight * np.exp((1j * gamma - 1) * log_frequency))
    first_derivative = 1j * np.sum(weight * np.exp(1j * gamma * log_frequency))
    second = (1j / np.sqrt(gamma) * np.exp(-1j * time**2 / 2)
              * first_derivative)
    return np.array([first, second])


contour_gamma = 0.3


def interaction_derivative(time, state):
    root = np.sqrt(contour_gamma)
    phase = np.exp(1j * time**2 / 2)
    return np.array([-1j * root * phase * state[1],
                     -1j * root * np.conj(phase) * state[0]])


early = contour_state(-3.0, contour_gamma)
late = contour_state(3.0, contour_gamma)
carried = solve_ivp(interaction_derivative, (-3.0, 3.0), early,
                    method="DOP853", rtol=1e-11, atol=1e-12).y[:, -1]
contour_error = np.linalg.norm(carried - late) / np.linalg.norm(late)
assert contour_error < 1e-7

norm = np.linalg.norm(contour_state(0.0, contour_gamma))**2
past_second = (2 * np.pi / contour_gamma
               * np.exp(2 * np.pi * contour_gamma))
future_second = 2 * np.pi / contour_gamma
future_first = (4 * np.pi**2 * np.exp(np.pi * contour_gamma)
                / abs(gamma_function(1 - 1j * contour_gamma))**2)
assert abs(norm / past_second - 1) < 1e-8
assert abs(norm / (future_second + future_first) - 1) < 1e-8
print(f"Contour integral, gamma = {contour_gamma}, alpha = 1:")
print(f"  relative propagation error = {contour_error:.1e}")
print(f"  norm at t = 0: {norm:.5f}")
print(f"  past |c2|^2 limit: {past_second:.5f}")
print(f"  future |c2|^2 limit: {future_second:.5f}")
print(f"  future |c1|^2 limit: {future_first:.5f}")

# ---------- curved model potentials ----------
mass_number = 10.0
mass = mass_number * MASS_UNIT
depth, inverse_range, minimum = 4.0, 1.5, 1.8
repulsion, repulsive_limit = 3.0, -1.0
total_energy, example_coupling = 3.0, 0.15


def bound_energy(distance):
    return depth * (1 - np.exp(-inverse_range * (distance - minimum)))**2


def repulsive_energy(distance):
    return (repulsive_limit
            + repulsion * np.exp(-inverse_range * (distance - minimum)))


def force(potential, distance, step=1e-4):
    return -(potential(distance + step)
             - potential(distance - step)) / (2 * step)


crossing = brentq(lambda r: bound_energy(r) - repulsive_energy(r),
                  minimum, minimum + 1)
crossing_energy = bound_energy(crossing)
force_bound = force(bound_energy, crossing)
force_repulsive = force(repulsive_energy, crossing)
force_difference = force_bound - force_repulsive
kinetic = total_energy - crossing_energy
speed = np.sqrt(2 * kinetic / mass)
sweep = speed * abs(force_difference)
exponent = 2 * np.pi * example_coupling**2 / (HBAR * sweep)
probability = landau_zener(example_coupling, speed, force_difference)
outer_turning = brentq(lambda r: bound_energy(r) - total_energy,
                       crossing, minimum + 4)
zone_time = np.sqrt(HBAR / sweep)
zone_length = speed * zone_time

# The same exponent with every quantity converted to atomic units.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
atomic_speed = const.physical_constants["atomic unit of velocity"][0] * 1e-5
atomic_exponent = (2 * np.pi * (example_coupling / hartree)**2
                   / (speed / atomic_speed
                      * abs(force_difference) * bohr / hartree))
assert abs(atomic_exponent / exponent - 1) < 1e-7

print("Example: inputs")
print(f"  reduced mass = {mass_number:.1f} u")
print(f"  Morse depth = {depth:.1f} eV, minimum = {minimum:.1f} angstrom")
print(f"  range parameter = {inverse_range:.1f} 1/angstrom")
print(f"  repulsive amplitude = {repulsion:.1f} eV")
print(f"  repulsive limit = {repulsive_limit:.1f} eV")
print(f"  total energy = {total_energy:.1f} eV, V = {example_coupling} eV")
print("Example: crossing")
print(f"  R_c = {crossing:.4f} angstrom, E_c = {crossing_energy:.4f} eV")
print(f"  F1 (bound) = {force_bound:.4f} eV/angstrom")
print(f"  F2 (repulsive) = {force_repulsive:.4f} eV/angstrom")
print(f"  |F1-F2| = {abs(force_difference):.4f} eV/angstrom")
print(f"  kinetic energy = {kinetic:.4f} eV")
print(f"  speed = {speed:.5f} angstrom/fs")
print(f"  sweep rate = {sweep:.4f} eV/fs, hbar = {HBAR:.6f} eV fs")
print(f"  outer turning point = {outer_turning:.4f} angstrom")
print(f"  sqrt(hbar/alpha) = {zone_time:.3f} fs")
print(f"  length covered in that time = {zone_length:.4f} angstrom")
print(f"  V/|F1-F2| = {example_coupling / abs(force_difference):.4f} angstrom")
print(f"  V/kinetic energy = {example_coupling / kinetic:.4f}")
print(f"  |F1| length/kinetic = "
      f"{abs(force_bound) * zone_length / kinetic:.4f}")
print(f"  exponent = {exponent:.4f} (from atomic units {atomic_exponent:.4f})")
print(f"  P = {probability:.4f}, 1-P = {1 - probability:.4f}")

# ---------- two-state wave packets, no classical path ----------
points, left, right = 512, 1.0, 4.2
grid = np.linspace(left, right, points, endpoint=False)
spacing = grid[1] - grid[0]
wave_number = 2 * np.pi * np.fft.fftfreq(points, spacing)
time_step = 0.02
start_distance, packet_width = 1.7, 0.07
end_distance = crossing + 0.5
travel_time = quad(
    lambda r: np.sqrt(mass / (2 * (total_energy - bound_energy(r)))),
    start_distance, end_distance)[0]


def packet_survival(coupling):
    """Return upper-adiabat weight outside and weight left inside."""
    energy_1, energy_2 = bound_energy(grid), repulsive_energy(grid)
    mean = (energy_1 + energy_2) / 2
    half_difference = (energy_1 - energy_2) / 2
    half_gap = np.sqrt(half_difference**2 + coupling**2)
    angle = 0.5 * np.arctan2(coupling, half_difference)
    upper = np.array([np.cos(angle), np.sin(angle)])
    lower = np.array([-np.sin(angle), np.cos(angle)])

    envelope = np.exp(-(grid - start_distance)**2 / (4 * packet_width**2))
    envelope /= np.sqrt(np.sum(envelope**2) * spacing)
    mean_potential = np.sum(envelope**2 * (mean - half_gap)) * spacing
    width_energy = HBAR**2 / (8 * mass * packet_width**2)
    central_kinetic = total_energy - mean_potential - width_energy
    central_wave_number = np.sqrt(2 * mass * central_kinetic) / HBAR
    state = lower * envelope * np.exp(1j * central_wave_number * grid)

    steps = int(round(travel_time / time_step))
    half_kinetic = np.exp(-1j * HBAR * wave_number**2 * time_step
                          / (4 * mass))
    common = np.exp(-1j * mean * time_step / HBAR)
    cosine = np.cos(half_gap * time_step / HBAR)
    sine = np.sin(half_gap * time_step / HBAR) / half_gap
    diagonal_1 = common * (cosine - 1j * sine * half_difference)
    diagonal_2 = common * (cosine + 1j * sine * half_difference)
    off_diagonal = -1j * common * sine * coupling
    for _ in range(steps):
        state = np.fft.ifft(half_kinetic * np.fft.fft(state, axis=1), axis=1)
        state = np.array([diagonal_1 * state[0] + off_diagonal * state[1],
                          off_diagonal * state[0] + diagonal_2 * state[1]])
        state = np.fft.ifft(half_kinetic * np.fft.fft(state, axis=1), axis=1)

    density = np.sum(abs(state)**2, axis=0) * spacing
    assert abs(np.sum(density) - 1) < 1e-9
    outside = grid > crossing
    upper_density = abs(np.sum(upper * state, axis=0))**2 * spacing
    return np.sum(upper_density[outside]), np.sum(density[~outside])


print(f"Wave packets: start {start_distance} angstrom, "
      f"width {packet_width} angstrom")
print(f"  propagation time = {travel_time:.2f} fs")
print("  V (eV), P packet, P formula, weight still inside")
for coupling in (0.08, example_coupling, 0.25):
    packet, inside = packet_survival(coupling)
    formula = landau_zener(coupling, speed, force_difference)
    assert inside < 0.01
    # allowance for packet energy spread, curvature and changing speed
    assert abs(packet - formula) < 0.03
    print(f"  {coupling:.2f}  {packet:.4f}  {formula:.4f}  {inside:.1e}")

print("Formula at V = 0.15 eV: total energy (eV), speed (angstrom/fs), P")
for energy in (2.0, 3.0, 3.8):
    local_speed = np.sqrt(2 * (energy - crossing_energy) / mass)
    value = landau_zener(example_coupling, local_speed, force_difference)
    print(f"  {energy:.1f}  {local_speed:.5f}  {value:.4f}")

print("finished without a failed check")
```

It prints:

```
Linear model: gamma, P integrated, P formula
  0.05  0.73040  0.73040
  0.20  0.28460  0.28461
  0.50  0.04322  0.04321
Weak coupling, gamma = 0.001:
  1-P integrated = 0.006263
  first-order 2 pi gamma = 0.006283
Contour integral, gamma = 0.3, alpha = 1:
  relative propagation error = 1.8e-12
  norm at t = 0: 137.93816
  past |c2|^2 limit: 137.93816
  future |c2|^2 limit: 20.94395
  future |c1|^2 limit: 116.99421
Example: inputs
  reduced mass = 10.0 u
  Morse depth = 4.0 eV, minimum = 1.8 angstrom
  range parameter = 1.5 1/angstrom
  repulsive amplitude = 3.0 eV
  repulsive limit = -1.0 eV
  total energy = 3.0 eV, V = 0.15 eV
Example: crossing
  R_c = 2.1694 angstrom, E_c = 0.7238 eV
  F1 (bound) = -2.9332 eV/angstrom
  F2 (repulsive) = 2.5857 eV/angstrom
  |F1-F2| = 5.5189 eV/angstrom
  kinetic energy = 2.2762 eV
  speed = 0.06627 angstrom/fs
  sweep rate = 0.3658 eV/fs, hbar = 0.658212 eV fs
  outer turning point = 3.1401 angstrom
  sqrt(hbar/alpha) = 1.341 fs
  length covered in that time = 0.0889 angstrom
  V/|F1-F2| = 0.0272 angstrom
  V/kinetic energy = 0.0659
  |F1| length/kinetic = 0.1146
  exponent = 0.5872 (from atomic units 0.5872)
  P = 0.5559, 1-P = 0.4441
Wave packets: start 1.7 angstrom, width 0.07 angstrom
  propagation time = 15.83 fs
  V (eV), P packet, P formula, weight still inside
  0.08  0.8446  0.8462  6.2e-11
  0.15  0.5531  0.5559  3.0e-11
  0.25  0.1949  0.1957  8.5e-12
Formula at V = 0.15 eV: total energy (eV), speed (angstrom/fs), P
  2.0  0.04962  0.4565
  3.0  0.06627  0.5559
  3.8  0.07705  0.6034
finished without a failed check
```
